**Phase interchange tested on coated spheres, cubes and layers**

For spheres of permittivity $k_2$ and volume fraction $f$ in a host $k_1$, the program tests the closed formula for $kk'/(k_1k_2)-1$, where $k'$ is the effective permittivity after the materials are exchanged at fixed geometry. It solves the coated-sphere boundary-value problem for 200 random parameter sets and asserts agreement with the formula in two, three and four dimensions. It also asserts that in three dimensions the ratio $kk'/(k_1k_2)$ lies between 1 and $1+3f/(2+f)$. Quadrature of the coated-sphere field tests the energy bound used in the general proof. For $k_1=4$, $k_2=1$, $f=0.3$ the output gives $k=2.909$, $k'=1.529$ and a ratio of 1.112. A finite-volume solution for a cubic array of cubical pores gives a ratio of about 1.09. For layers, with both permittivities taken across the stack, the ratio is 0.679, which shows that isotropy cannot be dropped.

## Verification by program

```python
"""Phase-interchange inequality tested with the Maxwell Garnett formula.

Result under test, for spheres of permittivity k2 (volume fraction f) in a
host k1, with k_swap the value after exchanging the materials:
  k*k_swap/(k1*k2) - 1 = 3 f (1-f) (k2-k1)^2
      / {[(1-f)k2 + (2+f)k1] [(2+f)k2 + (1-f)k1]}  >= 0.
All permittivities are relative (dimensionless), real and positive.
The reference side solves the coated-sphere boundary-value problem, integrates
its field, or solves a periodic composite on a finite-volume grid.
"""
import numpy as np
from scipy.optimize import minimize_scalar


def maxwell_garnett(host, core, f):
    delta = core - host
    return host * (core + 2*host + 2*f*delta) / (core + 2*host - f*delta)


def excess_formula(k1, k2, f, dim=3):
    delta = k2 - k1
    first = k2 + (dim - 1)*k1 - f*delta
    second = k1 + (dim - 1)*k2 + f*delta
    return dim*(dim - 2)*f*(1 - f)*delta**2 / (first*second)


def coated_sphere(host, core, f, dim=3):
    """Neutral coated sphere of outer radius 1 in a unit uniform field.

    Radial potentials: C r in the core, A r + B r^(1-dim) in the shell.
    Returns the permittivity of the undisturbed surroundings and C, A, B.
    """
    rc = f**(1/dim)
    matrix = np.array([
        [rc, -rc, -rc**(1 - dim)],
        [core, -host, host*(dim - 1)*rc**(-dim)],
        [0.0, 1.0, 1.0]])
    c, a, b = np.linalg.solve(matrix, np.array([0.0, 0.0, 1.0]))
    return host*(a - (dim - 1)*b), c, a, b


def field_averages(host, core, f):
    """Quadrature of k|E|^2 and k E3^2 over the coated sphere (field on axis 1)."""
    _, c, a, b = coated_sphere(host, core, f)
    rc = f**(1/3)
    x, w = np.polynomial.legendre.leggauss(40)
    r = 0.5*(1 - rc)*x + 0.5*(1 + rc)
    wr = 0.5*(1 - rc)*w*3*r**2
    phi = 2*np.pi*np.arange(16)/16
    R, MU, PHI = np.meshgrid(r, x, phi, indexing="ij")
    weight = wr[:, None, None]*(0.5*w)[None, :, None]/16
    s = np.sqrt(1 - MU**2)
    normal = [MU, s*np.sin(PHI), s*np.cos(PHI)]
    e1 = a + b*(1 - 3*MU*normal[0])/R**3
    e2 = -3*b*MU*normal[1]/R**3
    e3 = -3*b*MU*normal[2]/R**3
    total = host*np.sum(weight*(e1**2 + e2**2 + e3**2)) + core*c**2*f
    return total, host*np.sum(weight*e3**2)


def periodic_permittivity(k, axis):
    """Finite-volume effective permittivity of a periodic voxel medium."""
    face = [2*k*np.roll(k, -1, d)/(k + np.roll(k, -1, d)) for d in range(3)]

    def operator(u):
        out = np.zeros_like(u)
        for d in range(3):
            flux = face[d]*(np.roll(u, -1, d) - u)
            out -= flux - np.roll(flux, 1, d)
        return out

    res = face[axis] - np.roll(face[axis], 1, axis)
    u = np.zeros_like(k)
    p = res.copy()
    rr = np.sum(res*res)
    target = 1e-18*k.size
    for _ in range(3000):
        if rr <= target:
            break
        ap = operator(p)
        step = rr/np.sum(p*ap)
        u += step*p
        res = res - step*ap
        new = np.sum(res*res)
        p = res + (new/rr)*p
        rr = new
    assert rr <= target
    return np.mean(face[axis]*(1 + np.roll(u, -1, axis) - u))


# Random media: boundary-value solution against the closed formulas.
rng = np.random.default_rng(5)
for _ in range(200):
    p1, p2 = np.exp(rng.uniform(-2.5, 2.5, 2))
    frac = rng.uniform(0.03, 0.97)
    for dim in (2, 3, 4):
        direct = coated_sphere(p1, p2, frac, dim)[0]
        swapped = coated_sphere(p2, p1, frac, dim)[0]
        ratio_direct = direct*swapped/(p1*p2)
        assert abs(ratio_direct - 1 - excess_formula(p1, p2, frac, dim)) < 1e-9
        if dim == 3:
            assert abs(direct/maxwell_garnett(p1, p2, frac) - 1) < 1e-10
            assert abs(swapped/maxwell_garnett(p2, p1, frac) - 1) < 1e-10
            assert 1 < ratio_direct < 1 + 3*frac/(2 + frac)
            shortfall = 1 - (direct + swapped)/(p1 + p2)
            assert abs(ratio_direct - 1 - shortfall) < 1e-9
            energy, lost = field_averages(p1, p2, frac)
            assert abs(energy/direct - 1) < 1e-8
            assert 1/swapped <= (direct - lost)/(p1*p2)*(1 + 1e-9)

# Worked example: solid host with empty spherical pores.
k1, k2, f = 4.0, 1.0, 0.3
delta = k2 - k1
k = maxwell_garnett(k1, k2, f)
k_swap = maxwell_garnett(k2, k1, f)
ratio = k*k_swap/(k1*k2)
disk = coated_sphere(k1, k2, f, 2)[0]
disk_swap = coated_sphere(k2, k1, f, 2)[0]

energy, lost = field_averages(k1, k2, f)
beta = delta/(k2 + 2*k1)
lost_formula = 0.6*k1*f*(1 - f)*beta**2/(1 - f*beta)**2
assert abs(lost/lost_formula - 1) < 1e-8
sharper_ratio = k/(k - lost_formula)
assert 1 < sharper_ratio < ratio

# Porosity of the largest excess, by direct search and by formula.
c = (k2 + 2*k1)*(k1 + 2*k2)/delta**2
f_best = (c - np.sqrt(c*c - 2*c))/2
search = minimize_scalar(
    lambda q: -coated_sphere(k1, k2, q)[0]*coated_sphere(k2, k1, q)[0],
    bounds=(0.01, 0.99), method="bounded", options={"xatol": 1e-9})
assert abs(search.x - f_best) < 1e-5
ratio_best = 1 + excess_formula(k1, k2, f_best)

# High contrast approaches the limiting excess 3f/(2+f).
big = 1e6
high = coated_sphere(1.0, big, f)[0]*coated_sphere(big, 1.0, f)[0]/big
assert abs(high - 1 - 3*f/(2 + f)) < 1e-4

# Cubic array of cubical pores: outside the Maxwell Garnett geometry.
cube = {}
for n in (20, 40):
    side = 3*n//5
    mask = np.zeros((n, n, n), dtype=bool)
    mask[:side, :side, :side] = True
    orig = periodic_permittivity(np.where(mask, k2, k1), 0)
    swap = periodic_permittivity(np.where(mask, k1, k2), 0)
    cube[n] = (orig, swap, orig*swap/(k1*k2), mask.mean())
grid_change = abs(cube[40][2] - cube[20][2])
assert cube[40][2] - 1 > 3*grid_change

# Layers: isotropy cannot be dropped.
mask = np.zeros((20, 20, 20), dtype=bool)
mask[:6] = True
layer, layer_swap = np.where(mask, k2, k1), np.where(mask, k1, k2)
across = periodic_permittivity(layer, 0)
across_swap = periodic_permittivity(layer_swap, 0)
along_swap = periodic_permittivity(layer_swap, 1)
layer_ratio = across*across_swap/(k1*k2)
assert abs(layer_ratio - 1/(1 + f*(1 - f)*delta**2/(k1*k2))) < 1e-7
assert abs(across*along_swap/(k1*k2) - 1) < 1e-7

print("All permittivities are relative (dimensionless)")
print(f"host k1 = {k1:.1f}, pores k2 = {k2:.1f}, pore fraction f = {f:.2f}")
print(f"Maxwell Garnett, original k = {k:.5f}")
print(f"Maxwell Garnett, interchanged k' = {k_swap:.5f}")
print(f"product k k' = {k*k_swap:.5f}")
print(f"k1 k2 = {k1*k2:.5f}")
print(f"ratio k k'/(k1 k2) = {ratio:.5f}")
print(f"excess from closed formula = {excess_formula(k1, k2, f):.5f}")
print(f"1-(k+k')/(k1+k2) = {1 - (k + k_swap)/(k1 + k2):.5f}")
print(f"coated-sphere solution k = {coated_sphere(k1, k2, f)[0]:.5f}")
print(f"coated-sphere solution k' = {coated_sphere(k2, k1, f)[0]:.5f}")
print(f"two dimensions: k = {disk:.5f}, k' = {disk_swap:.5f}")
print(f"two dimensions: k k'/(k1 k2) = {disk*disk_swap/(k1*k2):.5f}")
print(f"lower bound k1 k2/k' on k = {k1*k2/k_swap:.5f}")
print(f"beta = {beta:.5f}")
print(f"discarded term T, formula = {lost_formula:.6f}")
print(f"discarded term T, quadrature = {lost:.6f}")
print(f"mean of k(x)|E|^2, quadrature = {energy:.5f}")
print(f"sharper lower bound k/(k-T) on ratio = {sharper_ratio:.5f}")
print(f"lower bound k1 k2/k' + T on k = {k1*k2/k_swap + lost_formula:.5f}")
print(f"contrast parameter c = {c:.5f}")
print(f"pore fraction of largest excess = {f_best:.5f}")
print(f"same fraction by direct search = {search.x:.5f}")
print(f"largest ratio k k'/(k1 k2) = {ratio_best:.5f}")
print(f"limiting excess 3f/(2+f) at f = {f:.2f}: {3*f/(2 + f):.5f}")
print(f"excess at contrast {big:.0e}, f = {f:.2f}: {high - 1:.5f}")
for n, (orig, swap, prod, frac) in cube.items():
    print(f"cubes, grid {n}^3, fraction {frac:.3f}: k = {orig:.4f}, "
          f"k' = {swap:.4f}, ratio = {prod:.4f}")
print(f"layers, across: k = {across:.5f}, k' = {across_swap:.5f}")
print(f"layers, across/across ratio = {layer_ratio:.5f}")
print(f"layers, along: k' = {along_swap:.5f}")
print(f"layers, across/along ratio = {across*along_swap/(k1*k2):.5f}")
print("verified")
```

Printed output:

```
All permittivities are relative (dimensionless)
host k1 = 4.0, pores k2 = 1.0, pore fraction f = 0.30
Maxwell Garnett, original k = 2.90909
Maxwell Garnett, interchanged k' = 1.52941
product k k' = 4.44920
k1 k2 = 4.00000
ratio k k'/(k1 k2) = 1.11230
excess from closed formula = 0.11230
1-(k+k')/(k1+k2) = 0.11230
coated-sphere solution k = 2.90909
coated-sphere solution k' = 1.52941
two dimensions: k = 2.77966, k' = 1.43902
two dimensions: k k'/(k1 k2) = 1.00000
lower bound k1 k2/k' on k = 2.61538
beta = -0.33333
discarded term T, formula = 0.046281
discarded term T, quadrature = 0.046281
mean of k(x)|E|^2, quadrature = 2.90909
sharper lower bound k/(k-T) on ratio = 1.01617
lower bound k1 k2/k' + T on k = 2.66167
contrast parameter c = 6.00000
pore fraction of largest excess = 0.55051
same fraction by direct search = 0.55051
largest ratio k k'/(k1 k2) = 1.14424
limiting excess 3f/(2+f) at f = 0.30: 0.39130
excess at contrast 1e+06, f = 0.30: 0.39130
cubes, grid 20^3, fraction 0.216: k = 3.1700, k' = 1.3732, ratio = 1.0882
cubes, grid 40^3, fraction 0.216: k = 3.1744, k' = 1.3762, ratio = 1.0921
layers, across: k = 2.10526, k' = 1.29032
layers, across/across ratio = 0.67912
layers, along: k' = 1.90000
layers, across/along ratio = 1.00000
verified
```
